# Mean charge of an amphoteric centre with degenerate charge states: a numerical check

```python
"""
Mean charge of an amphoteric centre with charge states +1, 0, -1.
Result under test (charge in units of e):
    q = -sinh(x) / (kappa + cosh(x)),   x = (mu - mu0)/kT
    mu0 = (E_D + E_A)/2 + (kT/2) ln(g_plus/g_minus)
    kappa = g_zero exp((E_A - E_D)/(2 kT)) / (2 sqrt(g_plus g_minus))
E_D, E_A : donor (+/0) and acceptor (0/-) levels without degeneracy, eV
g        : degeneracies (g_plus, g_zero, g_minus);  mu : Fermi level, eV
Energies in the silicon example are measured from the valence band edge.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_EV = const.k / const.e


def shape(E_D, E_A, g, kT):
    """Fermi level of zero mean charge, and the parameter kappa."""
    mu0 = 0.5 * (E_D + E_A) + 0.5 * kT * np.log(g[0] / g[2])
    kappa = g[1] * np.exp((E_A - E_D) / (2 * kT)) / (2 * np.sqrt(g[0] * g[2]))
    return mu0, kappa


def mean_charge(mu, E_D, E_A, g, kT):
    mu0, kappa = shape(E_D, E_A, g, kT)
    x = (mu - mu0) / kT
    return -np.sinh(x) / (kappa + np.cosh(x))


# ---------- Fock space of three orbitals with spin (64 states) ----------
def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for m in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, sign if j < m else lower if j == m else one)
        result.append(op)
    return result


c = annihilators(6)                       # even index: up, odd index: down
number = sum(a.T @ a for a in c)
s_plus = sum(c[2 * k].T @ c[2 * k + 1] for k in range(3))
s_z = 0.5 * sum(c[2 * k].T @ c[2 * k] - c[2 * k + 1].T @ c[2 * k + 1]
                for k in range(3))
identity = np.eye(64)
spin_squared = s_plus.T @ s_plus + s_z @ (s_z + identity)
pairs = number @ (number - identity) / 2
triples = number @ (number - identity) @ (number - 2 * identity) / 6
charge = identity - number


def fock_average(mu, orbital, repulsion, hund, kT):
    """Mean and variance of the charge from the full spectrum.
    A 3 eV three-body term removes states with more than two electrons."""
    H = (orbital * number + repulsion * pairs + 3.0 * triples
         - hund * spin_squared)
    energy, vec = np.linalg.eigh(H - mu * number)
    weight = np.exp(-(energy - energy.min()) / kT)
    weight /= weight.sum()
    mean = weight @ np.sum(vec * (charge @ vec), axis=0)
    square = weight @ np.sum(vec * (charge @ charge @ vec), axis=0)
    return mean, square - mean**2


T = 300.0
kT = K_EV * T
orbital, hund = 0.4, 0.02
fock_error = variance_error = 0.0
for repulsion in (0.2, 0.0, -0.15, -0.4):
    # one electron: spin 1/2, six states; two: nine triplet, six singlet states
    level_D = orbital - 0.75 * hund
    level_A = orbital + repulsion - 1.25 * hund
    g_model = (1.0, 6.0, 9.0 + 6.0 * np.exp(-2 * hund / kT))
    mu0_m, kappa_m = shape(level_D, level_A, g_model, kT)
    for x in np.linspace(-6, 6, 13):
        mu = mu0_m + x * kT
        exact, variance = fock_average(mu, orbital, repulsion, hund, kT)
        formula = mean_charge(mu, level_D, level_A, g_model, kT)
        fock_error = max(fock_error, abs(exact - formula))
        h = 1e-5
        slope = kT * (mean_charge(mu + h, level_D, level_A, g_model, kT)
                      - mean_charge(mu - h, level_D, level_A, g_model, kT)
                      ) / (2 * h)
        variance_error = max(variance_error, abs(slope + variance))
        analytic = (1 + kappa_m * np.cosh(x)) / (kappa_m + np.cosh(x))**2
        assert abs(analytic - variance) < 1e-9
        # approach to a single two-electron step as kappa goes to zero
        assert abs(exact + np.tanh(x)) <= kappa_m / 2 + 1e-9
assert fock_error < 1e-9
assert variance_error < 1e-6      # finite-difference error of order h^2

# two independent spin states: charge must be 1 - 2 f(Fermi)
for mu in np.linspace(0.3, 0.5, 9):
    fermi = 1 / (np.exp((0.4 - mu) / kT) + 1)
    assert abs(mean_charge(mu, 0.4, 0.4, (1, 2, 1), kT) - 1 + 2 * fermi) < 1e-12

# ---------- silicon example: rough, gold-like levels ----------
gap, donor_height, acceptor_depth = 1.12, 0.35, 0.55
g = (3.0, 6.0, 1.0)
N_T, N_shallow = 1e15, 4e14
mass_e, mass_h = 1.09, 1.15
mob_e, mob_h, eps_r = 1400.0, 450.0, 11.7
E_D, E_A = donor_height, gap - acceptor_depth
mu0, kappa = shape(E_D, E_A, g, kT)


# number of steps in the charge, from numerical slopes
def slope_curve(U, half_width):
    centre = shape(0.0, U, g, kT)[0]
    mu = centre + np.linspace(-half_width, half_width, 2001)
    return mu - centre, -np.gradient(mean_charge(mu, 0.0, U, g, kT), mu)


def count_peaks(s):
    return int(np.sum((s[1:-1] > s[:-2]) & (s[1:-1] > s[2:])))


U_critical = 2 * kT * np.log(4 * np.sqrt(g[0] * g[2]) / g[1])
assert count_peaks(slope_curve(U_critical - 0.004, 0.15)[1]) == 1
assert count_peaks(slope_curve(U_critical + 0.004, 0.15)[1]) == 2
offset, s = slope_curve(E_A - E_D, 0.2)
peak_offset = kT * np.arccosh(kappa - 2 / kappa)
assert count_peaks(s) == 2
assert abs(abs(offset[np.argmax(s)]) - peak_offset) < 2 * (offset[1] - offset[0])

# Fermi levels of half charge against the large-U estimates
half_plus = brentq(lambda m: mean_charge(m, E_D, E_A, g, kT) - 0.5, 0.1, mu0)
half_minus = brentq(lambda m: mean_charge(m, E_D, E_A, g, kT) + 0.5, mu0, 1.0)
est_plus = E_D + kT * np.log(g[0] / g[1])
est_minus = E_A + kT * np.log(g[1] / g[2])
assert abs(half_plus - est_plus) < 5e-6
assert abs(half_minus - est_minus) < 5e-6


# separate donor and separate acceptor instead of one centre
def separate_charge(mu, E_D, E_A):
    donor = 1 / (1 + g[1] / g[0] * np.exp((mu - E_D) / kT))
    acceptor = 1 / (1 + g[1] / g[2] * np.exp((E_A - mu) / kT))
    return donor - acceptor


comparison = []
for U in (E_A - E_D, -0.10):
    centre, kap = shape(E_D, E_D + U, g, kT)
    apart = separate_charge(centre + kT, E_D, E_D + U)
    assert abs(apart + np.sinh(1) / (np.cosh(1) + kap + 1 / (4 * kap))) < 1e-12
    joint = mean_charge(centre + kT, E_D, E_D + U, g, kT)
    comparison.append((U, joint, apart))


def band_density(mass, temperature):
    """Effective density of states in cm^-3."""
    return 2e-6 * (2 * np.pi * mass * const.m_e * const.k * temperature
                   / const.h**2)**1.5


def solve_bulk(net_doping, g=g, T=T, gap=gap, height=donor_height,
               depth=acceptor_depth):
    """Fermi level (eV), n and p (cm^-3) in the neutral bulk."""
    kt = K_EV * T
    Nc, Nv = band_density(mass_e, T), band_density(mass_h, T)

    def carriers(mu):
        return Nc * np.exp((mu - gap) / kt), Nv * np.exp(-mu / kt)

    def imbalance(mu):
        n, p = carriers(mu)
        return p - n + net_doping + N_T * mean_charge(mu, height, gap - depth,
                                                     g, kt)
    mu = brentq(imbalance, 0.05, gap - 0.05, xtol=1e-14)
    return (mu, *carriers(mu))


def resistivity(n, p):
    return 1 / (const.e * (n * mob_e + p * mob_h))


def reduced_root(one, doping):
    """Majority density when only one level of the centre is active."""
    b = one + N_T - doping
    return 2 * doping * one / (b + np.sqrt(b * b + 4 * doping * one))


Nc, Nv = band_density(mass_e, T), band_density(mass_h, T)
n1 = Nc * g[1] / g[2] * np.exp(-acceptor_depth / kT)
p1 = Nv * g[1] / g[0] * np.exp(-donor_height / kT)
mu_n, n_n, p_n = solve_bulk(N_shallow)
mu_p, n_p, p_p = solve_bulk(-N_shallow)
mu_1, n_1, p_1 = solve_bulk(N_shallow, g=(1.0, 1.0, 1.0))
n_reduced, p_reduced = reduced_root(n1, N_shallow), reduced_root(p1, N_shallow)
assert abs(n_reduced / n_n - 1) < 1e-3     # other level and holes neglected
assert abs(p_reduced / p_p - 1) < 1e-3     # other level and electrons neglected

# ---------- size of neglected effects, n-type case ----------
n_entropy = solve_bulk(N_shallow, depth=acceptor_depth - kT)[1]
n_level = solve_bulk(N_shallow, depth=acceptor_depth - 0.010)[1]
g0_split = 2 + 4 * np.exp(-0.010 / kT)
n_split = solve_bulk(N_shallow, g=(g[0], g0_split, g[2]))[1]
charged = N_shallow + N_T * abs(mean_charge(mu_n, E_D, E_A, g, kT))
radius = (3 / (4 * np.pi * charged * 1e6))**(1 / 3)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r * radius)
T_hot, gap_hot = 350.0, gap - 2.7e-4 * 50.0
n_hot = solve_bulk(N_shallow, T=T_hot, gap=gap_hot)[1]
n_hot_v = solve_bulk(N_shallow, T=T_hot, gap=gap_hot,
                     depth=acceptor_depth - (gap - gap_hot))[1]
neutral_donors = 2 * np.exp((mu_n - (gap - 0.045)) / kT)
neutral_acceptors = 4 * np.exp((0.045 - mu_p) / kT)
boltzmann_error = np.exp((mu_n - gap) / kT) / 2**1.5

print(f"largest charge error, formula vs Fock space: {fock_error:.1e}")
print(f"largest error, kT dq/dmu vs -variance: {variance_error:.1e}")
print(f"temperature {T:.0f} K, kT = {kT*1e3:.2f} meV, gap = {gap:.2f} eV")
print(f"E_D = {E_D:.2f} eV, E_A = {E_A:.2f} eV, U = {E_A-E_D:.2f} eV")
print(f"degeneracies (+,0,-): {g[0]:.0f}, {g[1]:.0f}, {g[2]:.0f}")
print(f"centres {N_T:.1e} cm^-3, shallow dopants {N_shallow:.1e} cm^-3")
print(f"band masses (electron, hole): {mass_e}, {mass_h} m_e")
print(f"mobilities: {mob_e:.0f}, {mob_h:.0f} cm2/Vs; permittivity {eps_r}")
print(f"Nc = {Nc:.3e} cm^-3, Nv = {Nv:.3e} cm^-3")
print(f"zero-charge Fermi level mu0 = {mu0:.4f} eV, kappa = {kappa:.2f}")
print(f"neutral fraction at mu0 = {kappa/(1+kappa):.4f}")
print(f"critical U for two steps = {U_critical*1e3:.2f} meV")
print(f"steepest points at mu0 +/- {peak_offset:.4f} eV")
print(f"q=+1/2 at {half_plus:.5f} eV (estimate {est_plus:.5f} eV)")
print(f"q=-1/2 at {half_minus:.5f} eV (estimate {est_minus:.5f} eV)")
for mu in (0.25, 0.35, 0.45, 0.57, 0.65, 0.75):
    print(f"mu = {mu:.2f} eV: q = {mean_charge(mu, E_D, E_A, g, kT):+.4f}")
for U, joint, apart in comparison:
    print(f"U = {U:+.2f} eV, mu0+kT: q = {joint:+.5f}, separate {apart:+.5f}")
print(f"n1 = {n1:.3e} cm^-3, p1 = {p1:.3e} cm^-3")
for name, mu, n, p, gg in (("donors", mu_n, n_n, p_n, g),
                           ("acceptors", mu_p, n_p, p_p, g),
                           ("donors, all g=1", mu_1, n_1, p_1, (1., 1., 1.))):
    print(f"{name}: mu = {mu:.4f} eV, "
          f"q = {mean_charge(mu, E_D, E_A, gg, kT):+.4f}")
    print(f"   n = {n:.3e}, p = {p:.3e} cm^-3, "
          f"rho = {resistivity(n, p):.3e} ohm cm")
print(f"reduced equation: n = {n_reduced:.3e}, p = {p_reduced:.3e} cm^-3")
print(f"n ratio, all g=1 to full g: {n_1/n_n:.4f}")
print(f"n factor, acceptor level raised by kT (entropy k): {n_entropy/n_n:.3f}")
print(f"n factor, acceptor level raised by 10 meV: {n_level/n_n:.3f}")
print(f"10 meV splitting 2+4: g0 = {g0_split:.3f}, n factor {n_split/n_n:.3f}")
print(f"charged centres and dopants: {charged:.2e} cm^-3")
print(f"Coulomb shift {coulomb*1e3:.2f} meV at {radius*1e9:.1f} nm, "
      f"n factor {np.exp(coulomb/kT):.3f}")
print(f"{T_hot:.0f} K, gap {gap_hot:.4f} eV, E_A tied to Ec: n = {n_hot:.3e} cm^-3")
print(f"{T_hot:.0f} K, E_A tied to Ev: n = {n_hot_v:.3e} cm^-3")
print(f"n factor from 300 K to 350 K, E_A tied to Ec: {n_hot/n_n:.2f}")
print(f"neutral shallow donors (0.045 eV deep): {neutral_donors:.1e}")
print(f"neutral shallow acceptors (0.045 eV deep): {neutral_acceptors:.1e}")
print(f"relative error of Boltzmann statistics for n: {boltzmann_error:.1e}")
print("all assertions hold")
```

Printed output:

```
largest charge error, formula vs Fock space: 1.0e-14
largest error, kT dq/dmu vs -variance: 5.0e-08
temperature 300 K, kT = 25.85 meV, gap = 1.12 eV
E_D = 0.35 eV, E_A = 0.57 eV, U = 0.22 eV
degeneracies (+,0,-): 3, 6, 1
centres 1.0e+15 cm^-3, shallow dopants 4.0e+14 cm^-3
band masses (electron, hole): 1.09, 1.15 m_e
mobilities: 1400, 450 cm2/Vs; permittivity 11.7
Nc = 2.856e+19 cm^-3, Nv = 3.095e+19 cm^-3
zero-charge Fermi level mu0 = 0.4742 eV, kappa = 122.03
neutral fraction at mu0 = 0.9919
critical U for two steps = 7.44 meV
steepest points at mu0 +/- 0.1421 eV
q=+1/2 at 0.33208 eV (estimate 0.33208 eV)
q=-1/2 at 0.61632 eV (estimate 0.61632 eV)
mu = 0.25 eV: q = +0.9599
mu = 0.35 eV: q = +0.3333
mu = 0.45 eV: q = +0.0087
mu = 0.57 eV: q = -0.1428
mu = 0.65 eV: q = -0.7863
mu = 0.75 eV: q = -0.9944
U = +0.22 eV, mu0+kT: q = -0.00951, separate -0.00951
U = -0.10 eV, mu0+kT: q = -0.65527, separate -0.42093
n1 = 9.869e+10 cm^-3, p1 = 8.164e+13 cm^-3
donors: mu = 0.6058 eV, q = -0.3999
   n = 6.578e+10, p = 2.056e+09 cm^-3, rho = 6.710e+04 ohm cm
acceptors: mu = 0.3475 eV, q = +0.3551
   n = 3.009e+06, p = 4.495e+13 cm^-3, rho = 3.086e+02 ohm cm
donors, all g=1: mu = 0.5595 eV, q = -0.4000
   n = 1.098e+10, p = 1.232e+10 cm^-3, rho = 2.985e+05 ohm cm
reduced equation: n = 6.577e+10, p = 4.494e+13 cm^-3
n ratio, all g=1 to full g: 0.1669
n factor, acceptor level raised by kT (entropy k): 2.717
n factor, acceptor level raised by 10 meV: 1.472
10 meV splitting 2+4: g0 = 4.717, n factor 0.786
charged centres and dopants: 8.00e+14 cm^-3
Coulomb shift 1.84 meV at 66.8 nm, n factor 1.074
350 K, gap 1.1065 eV, E_A tied to Ec: n = 1.721e+12 cm^-3
350 K, E_A tied to Ev: n = 2.681e+12 cm^-3
n factor from 300 K to 350 K, E_A tied to Ec: 26.16
neutral shallow donors (0.045 eV deep): 2.6e-08
neutral shallow acceptors (0.045 eV deep): 3.3e-05
relative error of Boltzmann statistics for n: 8.1e-10
all assertions hold
```
